\section*{The 1/N background of Steinhardt bond-order parameters for random bonds}

\section{Result and conventions}

Take $N$ bonds from an atom to its neighbours, with unit directions $\mathbf u_1,\dots,\mathbf u_N$. If the directions are independent and each is uniformly distributed over the sphere, the Steinhardt parameter $Q_l$ obeys
\begin{equation}
\langle Q_l^2\rangle=\frac1N\qquad (l=1,2,3,\dots).
\label{main}
\end{equation}
The mean square does not depend on the order $l$. For $l=0$ the parameter equals 1 for any set of bonds and carries no information.

The definitions are
\begin{equation}
q_{lm}=\frac1N\sum_{i=1}^N Y_{lm}(\mathbf u_i),\qquad
Q_l^2=\frac{4\pi}{2l+1}\sum_{m=-l}^{l}|q_{lm}|^2,
\label{def}
\end{equation}
with $Q_l\ge0$ and $\int|Y_{lm}|^2d\Omega=1$. All bonds have equal weight and $N$ is fixed. Angle brackets denote an average over the ensemble of bond sets.

In a search for crystalline order among atomic coordinates, $1/N$ is the mean-square background that a finite number of independent bonds produces. It is a mean and not a lower bound: a single shell, even that of a perfect crystal, can lie below it.

\section{From harmonics to angles between bonds}

The sum $\sum_m Y_{lm}(\mathbf u)Y_{lm}^*(\mathbf v)$ does not change when both vectors are rotated together, because a rotation mixes the $2l+1$ harmonics of order $l$ by a unitary matrix. We may therefore turn $\mathbf v$ onto the polar axis. There $Y_{lm}$ vanishes unless $m=0$, and
\[
Y_{l0}(\mathbf u)=\sqrt{\frac{2l+1}{4\pi}}\,P_l(\cos\theta),\qquad P_l(1)=1 .
\]
The sum reduces to one term, with $\cos\theta=\mathbf u\cdot\mathbf v$:
\begin{equation}
\sum_mY_{lm}(\mathbf u)Y_{lm}^*(\mathbf v)=\frac{2l+1}{4\pi}P_l(\mathbf u\cdot\mathbf v).
\label{addition}
\end{equation}
Writing $|q_{lm}|^2=q_{lm}q_{lm}^*$ as a double sum over bonds and using (\ref{addition}), we find that the factors $4\pi/(2l+1)$ and $(2l+1)/4\pi$ cancel:
\begin{equation}
Q_l^2=\frac1{N^2}\sum_{i=1}^N\sum_{j=1}^NP_l(\mathbf u_i\cdot\mathbf u_j).
\label{double}
\end{equation}
Only angles between bonds remain, so the choice of axes is immaterial.

\section{One bond, then two}

For $N=1$, equation (\ref{double}) gives $Q_l^2=P_l(1)=1$. A single bond looks perfectly ordered at every $l$, in agreement with $1/N=1$.

For $N=2$, let $x=\mathbf u_1\cdot\mathbf u_2$. Two terms of the double sum have $i=j$ and two have $i\ne j$, so
\begin{equation}
Q_l^2=\tfrac14\left[2+2P_l(x)\right]=\tfrac12\left[1+P_l(x)\right].
\label{two}
\end{equation}
Parallel bonds give 1. Antiparallel bonds, with $P_l(-1)=(-1)^l$, give 1 for even $l$ and 0 for odd $l$.

Now hold $\mathbf u_1$ fixed and use it as the polar axis for $\mathbf u_2$. The area element is $d\Omega=d\phi\,dx$, so $x$ is uniform on $[-1,1]$, and
\[
\langle P_l\rangle=\frac12\int_{-1}^1P_l(x)\,dx .
\]
To evaluate the integral, integrate Legendre's equation,
\[
\frac{d}{dx}\left[(1-x^2)\frac{dP_l}{dx}\right]=-l(l+1)P_l ,
\]
from $-1$ to $1$. The left side gives zero because $1-x^2$ vanishes at both ends. For $l\ge1$ the factor $l(l+1)$ is not zero, so the integral of $P_l$ is zero. Hence $\langle Q_l^2\rangle=1/2$. For $l=0$ the argument gives no information, and $P_0=1$ gives $Q_0^2=1$ directly.

\section{Any number of bonds}

In (\ref{double}) the $N$ terms with $i=j$ each equal 1. The others occur in equal pairs $(i,j)$ and $(j,i)$. Therefore
\begin{equation}
Q_l^2=\frac1N+\frac2{N^2}\sum_{i<j}P_l(\mathbf u_i\cdot\mathbf u_j).
\label{split}
\end{equation}
Each pair average vanishes for $l\ge1$ by the two-bond argument, which proves (\ref{main}). The background comes entirely from each bond being correlated with itself.

If the bonds are correlated, let $\overline{P_l}$ be the ensemble average of $P_l(\mathbf u_i\cdot\mathbf u_j)$, also averaged over the $N(N-1)/2$ pairs. Then
\begin{equation}
\langle Q_l^2\rangle=\frac1N+\left(1-\frac1N\right)\overline{P_l}.
\label{correlated}
\end{equation}
Identical directions have $\overline{P_l}=1$ and give 1, as they should. A negative $\overline{P_l}$ puts the mean below $1/N$.

Isotropy of each bond taken alone is not sufficient. A rigid crystal shell in a random orientation has bonds that are individually uniform over the sphere, yet its $Q_l$ is that of the crystal. It is sufficient for (\ref{main}) that one bond of each pair remains uniform when the other is known.

Integration over all directions by product quadrature, for $N=1,2,3$ and $l=1$ to $4$, reproduces both $1/N$ and the variance derived next, with a largest absolute error of $2.2\times10^{-16}$.

\section{Scatter of a single shell}

The mean alone does not say whether one shell can be classified. For the variance we need averages of products of two pair terms in (\ref{split}).

If the two pairs have no bond in common, the average factorizes into zero times zero. If they share bond $i$, hold $\mathbf u_i$ fixed: $\mathbf u_j$ and $\mathbf u_k$ are still independent, and each average is zero. Only the square of the same pair survives. From the normalization of $Y_{l0}$,
\[
\langle P_l^2\rangle=\frac1{4\pi}\int P_l^2\,d\Omega
=\frac1{4\pi}\,\frac{4\pi}{2l+1}=\frac1{2l+1}.
\]
With $N(N-1)/2$ pairs,
\begin{equation}
\mathrm{Var}(Q_l^2)=\frac4{N^4}\,\frac{N(N-1)}2\,\frac1{2l+1}
=\frac{2(N-1)}{N^3(2l+1)}.
\label{variance}
\end{equation}
This vanishes for $N=1$, where $Q_l$ is fixed. For $N=2$ and $l=1$, equation (\ref{two}) says that $Q_1^2=(1+x)/2$ is uniform on $[0,1]$, whose variance is $1/12$; equation (\ref{variance}) gives $2/(8\cdot3)=1/12$.

The mean is thus independent of $l$, but the scatter falls as $l$ grows. For $N=12$, 20000 random shells gave:
\begin{center}
\begin{tabular}{cccc}
$l$ & mean $Q_l^2$ & sampled s.d. & s.d. from (\ref{variance})\\
1 & 0.0833 & 0.0648 & 0.0651\\
2 & 0.0834 & 0.0508 & 0.0505\\
4 & 0.0831 & 0.0373 & 0.0376\\
6 & 0.0832 & 0.0312 & 0.0313
\end{tabular}
\end{center}
The expected mean is $1/12=0.0833$.

The root mean square is $1/\sqrt{12}=0.289$. The mean of $Q_l$ itself is smaller, because $\langle Q_l\rangle^2=\langle Q_l^2\rangle-\mathrm{Var}(Q_l)$. The sampled means are 0.281 for $l=4$ and 0.283 for $l=6$.

\subsection{The limit of many bonds}

Replace the $Y_{lm}$ by the $2l+1$ real orthonormal harmonics $S_{l\mu}$, which are a unitary combination of them, and define
\[
c_\mu=\sqrt{\frac{4\pi}{2l+1}}\,\frac1N\sum_iS_{l\mu}(\mathbf u_i),\qquad
Q_l^2=\sum_\mu c_\mu^2 .
\]
For $l\ge1$ each $c_\mu$ has zero mean. Different bonds are independent, so only the $N$ equal-bond terms enter the covariance:
\[
\langle c_\mu c_\nu\rangle=\frac{4\pi}{2l+1}\,\frac{N}{N^2}\,\frac{\delta_{\mu\nu}}{4\pi}
=\frac{\delta_{\mu\nu}}{N(2l+1)} .
\]
At fixed $l$ and large $N$, the central limit theorem makes the $c_\mu$ jointly Gaussian. Then $N(2l+1)Q_l^2$ follows a chi-square distribution with $2l+1$ degrees of freedom. The variance of that distribution, $2(2l+1)$, implies $\mathrm{Var}(Q_l^2)=2/[N^2(2l+1)]$, which is (\ref{variance}) without the factor $(N-1)/N$. The approximation serves near the centre of the distribution; it is not a safe guide to rare events at small $N$.

\section{A crystal shell against random bonds}

The first shell of fcc aluminium has $N=12$. Aluminium has a lattice constant of about 0.4 nm; with the model input $a=0.405$ nm, the bond length is $d=a/\sqrt2=0.286$ nm. The ideal $Q_l$ depends on the angles alone.

Seen from the bond along $(1,1,0)$, the cosines to the twelve bonds are $1$ (once), $1/2$ (four times), $0$ (twice), $-1/2$ (four times) and $-1$ (once). All bonds are equivalent, so one of the two sums in (\ref{double}) gives a factor $N$. With $P_4(\pm\frac12)=-\frac{37}{128}$, $P_4(0)=\frac38$, $P_6(\pm\frac12)=\frac{331}{1024}$ and $P_6(0)=-\frac5{16}$,
\begin{align}
Q_4^2&=\frac1{12}\left[2-8\cdot\frac{37}{128}+2\cdot\frac38\right]=0.0365,\\
Q_6^2&=\frac1{12}\left[2+8\cdot\frac{331}{1024}-2\cdot\frac5{16}\right]=0.3301.
\end{align}
Hence $Q_4=0.191$ and $Q_6=0.575$.

The perfect crystal has a $Q_4$ below the random rms value of 0.289. Of the sampled random shells, 92.4\,\% exceed it. The chi-square estimate uses $12\cdot9\cdot0.03646=3.94$ with nine degrees of freedom and gives 91.5\,\%. Against independent bonds, a large $Q_4$ is therefore no sign of an fcc shell.

For $l=6$ the crystal stands above the background by
\[
\frac{0.3301-0.0833}{0.0313}=7.9
\]
standard deviations of $Q_6^2$, and none of the 20000 random shells reached it. The distribution is not Gaussian, so this distance should not be converted into a Gaussian probability.

\section{Between crystal and randomness}

Let the ideal bonds be $\mathbf e_i$, and let each real bond $\mathbf u_i$ be tilted from $\mathbf e_i$ by an angle $\delta_i$. Assume that the tilts are independent, have no preferred azimuth about $\mathbf e_i$, and share one distribution. Define $A_l=\langle P_l(\cos\delta)\rangle$.

Take $\mathbf e_i$ as polar axis. The azimuthal average removes all harmonics with $m\ne0$, and the one with $m=0$ becomes $A_l$ times its value on the axis. Thus $\langle Y_{lm}(\mathbf u_i)\rangle=A_lY_{lm}(\mathbf e_i)$ for every $m$, since for $m\ne0$ both sides vanish. Harmonics in another frame are fixed linear combinations of these, so the relation holds in any frame. For $i\ne j$ independence and (\ref{addition}) then give
\[
\langle P_l(\mathbf u_i\cdot\mathbf u_j)\rangle=A_l^2P_l(\mathbf e_i\cdot\mathbf e_j).
\]
The ideal sum over $i\ne j$ is $N^2Q_{l,0}^2-N$, where $Q_{l,0}$ is the ideal value. The self-terms remain 1. Consequently
\begin{equation}
\langle Q_l^2\rangle=\frac1N+A_l^2\left(Q_{l,0}^2-\frac1N\right).
\label{partial}
\end{equation}
No tilt means $A_l=1$ and returns the crystal; fully random directions mean $A_l=0$ and return $1/N$. For $0<A_l^2<1$ the mean square lies between the crystal value and $1/N$, whichever of the two is larger. It need not approach $1/N$ steadily as the tilts grow, because for some tilt distributions $A_l$ passes through zero and changes sign: a fixed tilt of $30^\circ$ gives $A_6=P_6(\cos30^\circ)=-0.37$. For the Gaussian displacements used next, $A_l$ stays positive.

As a test, each neighbour of the fcc shell was displaced by a Gaussian vector with standard deviation $0.15d$ per axis. A separate integration gave $A_4=0.797$ and $A_6=0.622$. For $l=4$,
\[
0.0833+0.797^2(0.0365-0.0833)=0.0536,
\]
against a sampled 0.0537. For $l=6$ the formula and the sample both give 0.179. The same disorder raises $Q_4^2$ and lowers $Q_6^2$.

\section{Pooling bonds over a region}

If $B$ independent bonds from many atoms enter one average $q_{lm}$, the proof is unchanged and the background is $1/B$. The bonds must be distinct. Counting each from both ends adds $-\mathbf u_i$ to the list, and since $Y_{lm}(-\mathbf u)=(-1)^lY_{lm}(\mathbf u)$,
\[
q_{lm}=\frac{1+(-1)^l}{2B}\sum_{i=1}^BY_{lm}(\mathbf u_i).
\]
For even $l$ this is the average over $B$ bonds, so the doubled list brings no reduction of noise. For odd $l$ it vanishes.

Suppose that the rms background is to be one tenth of the fcc $Q_4$. Then $1/B=0.01\,Q_4^2$, or
\[
B=\frac1{0.01\cdot0.03646}\approx2743 .
\]
Each atom has twelve bonds, each shared by two atoms, which makes six distinct bonds per atom and 457 atoms. At a volume $a^3/4$ per atom they fill a cube of edge
\[
\left(457\cdot\frac{0.405^3}{4}\right)^{1/3}\mathrm{nm}\approx2.0\ \mathrm{nm}.
\]
This is an estimate of scale: it treats all distinct bonds as independent and ignores the missing bonds at the surface. A free cube of five cells on a side, with 500 atoms and an edge of 2.0 nm, has 2430 bonds instead of 3000, so an isolated region must be somewhat larger than estimated.

Pooling works best if the crystal occupies the region with one orientation. For $G$ equal grains with independent random orientations, bonds in different grains have zero mean $P_l$. In the double sum over grains, the $G$ diagonal terms survive, each equal to $Q_{l,0}^2/G^2$, so
\[
\langle Q_l^2\rangle=\frac{Q_{l,0}^2}{G}\qquad(l\ge1).
\]
One grain gives the crystal value, and more grains lower it. If the region holds $B$ distinct bonds in all, each grain keeps the value $Q_{l,0}$ and bonds across grain boundaries are left out, the ratio of this mean square to the independent-bond background $1/B$ is $Q_{l,0}^2B/G$. Larger grains raise the ratio; adding grains of the same size does not. When the number of bonds per grain, $B/G$, equals $1/Q_{l,0}^2$, which is about 27 for fcc and $l=4$, the two mean squares are equal and the mean square does not reveal the order. At fixed $Q_{l,0}$, more bonds per grain put it above the background and fewer put it below. If each grain is reduced to a single bond, $Q_{l,0}=1$ and $G=N$, and (\ref{main}) returns.

\section{How far the assumptions carry}

\subsection{Neighbours exclude each other}

Independent directions allow two neighbours to overlap, which atoms do not. To size the effect, put twelve neighbours at the fcc distance $d$ and forbid any two to approach closer than a rough $s=0.24$ nm. The chord relation $s=2d\sin(\alpha/2)$ gives the excluded angle
\[
\alpha=2\arcsin\frac{0.24}{2\cdot0.2864}=49.5^\circ .
\]
All allowed arrangements were given equal weight in a Monte Carlo calculation. Runs started from fcc and from icosahedral shells agreed in mean $Q_l^2$ to within 0.0005 for both orders. The results are:
\begin{center}
\begin{tabular}{ccccc}
$l$ & mean $Q_l^2$ & s.d. & $N\langle Q_l^2\rangle$ & above ideal fcc\\
4 & 0.022 & 0.009 & 0.26 & 7\,\%\\
6 & 0.170 & 0.046 & 2.0 & 0.1\,\%
\end{tabular}
\end{center}
The correction is large, and its sign depends on $l$. By (\ref{correlated}), exclusion makes the mean $P_4$ over pairs negative and the mean $P_6$ positive.

The verdict on $Q_4$ is reversed: the fcc value, below most shells of independent bonds, lies above about 93\,\% of the shells with exclusion. These numbers depend strongly on the rough $s$: with $s=0.22$ nm the factors $N\langle Q_l^2\rangle$ become 0.37 for $l=4$ and 1.4 for $l=6$, and the fcc $Q_4$ lies above only about 70\,\% of the shells. For $Q_6$ at $s=0.24$ nm the crystal is now
\[
\frac{0.330-0.170}{0.046}\approx3.5
\]
standard deviations above the background instead of 7.9. In this model a threshold for $Q_6$ based on $1/N$ would be too low, since the mean-square background is twice as large.

The pooling estimate shifts too. If whole shells were independent of each other and shared no bonds, the background for $l=4$ would be 0.26 times $1/B$, and about a quarter of the bonds would suffice. Correlations between neighbouring shells, which this calculation does not contain, will change that factor.

\subsection{Thermal vibration of the crystal}

A harmonic mode of angular frequency $\omega$ contributes $(\hbar/2m\omega)\coth(\hbar\omega/2k_BT)$ to the mean square displacement per axis. Average this over the Debye spectrum $3\omega^2/\omega_D^3$, write $\coth(y/2)=1+2/(e^y-1)$, and set $k_B\Theta=\hbar\omega_D$:
\[
u^2=\frac{3\hbar^2}{mk_B\Theta}\left[\frac14+\left(\frac T\Theta\right)^2
\int_0^{\Theta/T}\frac{y\,dy}{e^y-1}\right].
\]
With a rough $\Theta=400$ K and $T=300$ K, aluminium has $u=0.0103$ nm. Both ends of a bond move, so the relative displacement is $\sqrt2\,u$ per axis. Treating it as independent for each bond gives $A_4=0.974$ and $A_6=0.947$, and (\ref{partial}) yields rms values $Q_4=0.197$ and $Q_6=0.552$.

The bonds are not independent, however, because they share the moving central atom. Sampling with a common centre gives 0.192 and 0.548. The rise of $Q_4$ from 0.191 is therefore much smaller than (\ref{partial}) suggests, while the fall of $Q_6$ is slightly larger. Correlated motion of different atoms is left out of both estimates, and it matters at this level: in an fcc lattice with nearest-neighbour central springs, scaled to the same $u$, neighbours move partly together, the relative displacement drops from 0.0146 to about 0.012 nm per axis, and the rms values are about $Q_4=0.191$ and $Q_6=0.556$, so that $Q_6$ then falls less than (\ref{partial}) suggests. For these parameters vibration changes the crystal values far less than exclusion changes the background.

\subsection{Variable coordination}

If $N$ varies but the directions remain independent and isotropic at each $N$, the background is $\langle1/N\rangle$. An equal mixture of 11, 12 and 13 gives 0.0837, which is 0.5\,\% above $1/12$ and negligible here.

\subsection{The model beside real materials}

The lattice constant and Debye temperature used here are typical of aluminium; the closest approach is a rough model value. The disordered shells above are a geometrical reference and not a description of disordered aluminium. In the hard-core model with $s=0.24$ nm the loss of independence between bonds multiplies the mean-square background by 0.26 for $l=4$ and by 2.0 for $l=6$. If a disordered material has fewer neighbours around each atom and preferred bond angles, the smaller $N$ raises the reference value $1/N$, but the correction factors for twelve hard neighbours do not carry over. There, $\overline{P_l}$ in (\ref{correlated}) has to be taken from a structural model of the material itself, and a detection threshold should rest on the resulting distribution of $Q_l$.

\section*{Computed values}
\begin{verbatim}
largest quadrature error, N=1-3, l=1-4: 2.2e-16
coordination N: 12
random shells sampled: 20000
floor 1/N: 0.08333
rms floor 1/sqrt(N): 0.2887
random shells l=1: mean Q^2 0.08332, sd 0.0648, formula sd 0.0651
random shells l=2: mean Q^2 0.08343, sd 0.0508, formula sd 0.0505
random shells l=4: mean Q^2 0.08308, sd 0.0373, formula sd 0.0376
random shells l=6: mean Q^2 0.08317, sd 0.0312, formula sd 0.0313
random shells l=4: mean Q 0.2810
random shells l=6: mean Q 0.2833
ideal fcc l=4: Q^2 0.03646, Q 0.1909
ideal fcc l=6: Q^2 0.33008, Q 0.5745
random shells above fcc Q4, sampled: 92.4 %
same, chi-square estimate: 91.5 %
fcc Q6^2 above floor: 7.88 standard deviations
random shells above fcc Q6: 0
tilt test, displacement/bond length: 0.15
tilt test l=4: A 0.7971, sampled Q^2 0.05368, formula 0.05355
tilt test l=6: A 0.6223, sampled Q^2 0.17882, formula 0.17888
Al lattice constant (rough): 0.405 nm
Al bond length: 0.2864 nm
distinct bonds for rms floor = fcc Q4/10: 2743
atoms in that region: 457
edge of that region (cube): 1.97 nm
closest approach (rough): 0.24 nm
excluded bond angle: 49.5 deg
excluding shells l=4: mean Q^2 0.0219, rms Q 0.148, sd of Q^2 0.0091
excluding shells l=4: N * mean Q^2 0.26, above fcc value 7.07 %
excluding shells l=4: difference of starts 0.0000
excluding shells l=6: mean Q^2 0.1704, rms Q 0.413, sd of Q^2 0.0455
excluding shells l=6: N * mean Q^2 2.04, above fcc value 0.08 %
excluding shells l=6: difference of starts 0.0005
temperature: 300 K
Debye temperature (rough): 400 K
rms displacement per axis: 0.0103 nm
thermal fcc l=4: A 0.9744, rms Q formula 0.1970, shared centre 0.1919
thermal fcc l=6: A 0.9471, rms Q formula 0.5520, shared centre 0.5485
floor for N = 11, 12, 13 mixed: 0.08372
relative change from mixing: 0.47 %
\end{verbatim}
